# The Kondo fit with exponent 0.22 is not a law

## The argument under review

The manuscript analyses the linear conductance of a spin-1/2 quantum dot with

\[
\frac{G_{\rm fit}(T)}{G_0}=\left[1+\left(2^{1/s}-1\right)\frac{T^2}{T_K^2}\right]^{-s},\qquad s=0.22 .
\tag{1}
\]

It argues in three steps. The formula has the Fermi-liquid \(T^2\) start and falls at high temperature, so it is the Kondo law and \(s\) is a Kondo exponent. Agreement with it therefore proves Kondo physics, and a departure disproves it. The fitted \(T_K\) may then be inserted into any other formula containing a Kondo temperature.

I examine each step for the model in which the claim is cleanest: one spin 1/2, symmetric leads, particle-hole symmetry, no charge fluctuations, no magnetic field and vanishing bias. I set \(\hbar=k_B=1\) and measure susceptibility in units of \((g\mu_B)^2\). The band is flat with half width \(D\), so \(\rho=1/(2D)\) per spin, and

\[
H_K=J\,\mathbf S\cdot\mathbf s_0,\qquad J>0,\qquad j=\rho J .
\]

Here \(\mathbf s_0\) is the electron spin at the contact orbital \(f_0\), the even combination of the two leads.

## 1. What the formula contains by construction

At \(T=T_K\) the bracket equals \(2^{1/s}\), so \(G_{\rm fit}=G_0/2\) for every \(s\). The scale in (1) is a half-conductance temperature, which I call \(T_{\rm half}\). With \(x=T/T_{\rm half}\), the two limits are

\[
\frac{G_{\rm fit}}{G_0}\simeq 1-s\left(2^{1/s}-1\right)x^2\quad(x\ll1),\qquad
\frac{G_{\rm fit}}{G_0}\propto x^{-2s}\quad(x\gg1).
\]

A quadratic start also occurs for every \(s\), so it cannot select 0.22. The value of \(s\) sets the coefficient and the tail, and also the shape between them away from \(x=1\). For \(s=0.22\) the coefficient and the tail are \(0.22\,(2^{4.545}-1)=4.92\) and \(x^{-0.44}\). A derivation of (1) would have to produce both.

## 2. The conductance to be compared

An electron arriving from the left is an equal superposition of the even and odd channels. The odd channel does not see the spin. In the even channel the elastic amplitude is \(S=1-2\pi i\rho\,\mathcal T\), where \(\mathcal T\) is the T-matrix. The elastic amplitude to the right is \((S-1)/2\). Inelastic events have probability \((1-|S|^2)/2\), and their charge leaves through the even channel, half to each side. The transmission is thus

\[
\frac{|S-1|^2}{4}+\frac{1-|S|^2}{4}=\frac{1-{\rm Re}\,S}{2}=-\pi\rho\,{\rm Im}\,\mathcal T ,
\]

and, with \(f\) the Fermi function and \(G_0=2e^2/h\),

\[
\frac{G}{G_0}=\int d\varepsilon\,(-f')\left[-\pi\rho\,{\rm Im}\,\mathcal T(\varepsilon)\right].
\tag{2}
\]

## 3. The low-temperature coefficient

Far below the Kondo scale the spin is screened, and electrons near the Fermi level acquire a phase shift

\[
\delta_\sigma(\varepsilon)=\frac{\pi}{2}+\alpha\varepsilon-\phi\int d\varepsilon'\,\delta n_{-\sigma}(\varepsilon').
\]

The last term is the effect of extra quasiparticles of opposite spin. If both Fermi levels rise by \(\mu\), the phase shift there changes by \((\alpha-\phi)\mu\). The impurity charge \(\sum_\sigma\delta_\sigma/\pi\) cannot change, because charge fluctuations are excluded. Hence \(\phi=\alpha\).

A Zeeman energy \(b\) moves the two Fermi levels by \(\pm b/2\). The phase shifts then change by \(\pm(\alpha b/2+\alpha b/2)=\pm\alpha b\), and the impurity spin is \((\delta_\uparrow-\delta_\downarrow)/(2\pi)=\alpha b/\pi\). Therefore

\[
\chi(0)=\frac{\alpha}{\pi},\qquad T_0\equiv\frac{1}{4\chi(0)}=\frac{\pi}{4\alpha}.
\]

The same interaction causes inelastic scattering. Write it as \(U'n_\uparrow n_\downarrow\) at a point with density of states \(\rho\). Its mean field \(V=U'\rho\int\delta n\) gives the phase shift \(-\pi\rho V\), so \(\phi=\pi\rho^2U'\) and \(U'=\alpha/(\pi\rho^2)\). The golden-rule rate is \(2\pi U'^2\rho^3\) times a phase-space integral \(I\). If the electron gives energy \(\omega\) to a pair of opposite spin, the pair integral is \(\omega(1+b_\omega)\), and for the reverse process it is \(\omega b_\omega\), with \(b_\omega=1/(e^{\omega/T}-1)\). Adding the two with their occupation factors,

\[
I=\int d\omega\,\omega\left[b_\omega+f(\omega-\varepsilon)\right].
\]

Its derivative with respect to \(\varepsilon\) is \(\int d\omega\,\omega\,[-f'(\omega-\varepsilon)]=\varepsilon\). At \(\varepsilon=0\) the bracket is \(1/\sinh(\omega/T)\), and \(\int dx\,x/\sinh x=\pi^2/2\). Thus \(I=(\varepsilon^2+\pi^2T^2)/2\).

A rate becomes a probability per passage when multiplied by \(2\pi\rho\). A static potential confirms this factor: its rate \(2\pi\rho V^2\) becomes \((2\pi\rho V)^2=|S-1|^2\). Hence

\[
1-|S|^2=(2\pi\rho)(2\pi U'^2\rho^3)\,I=2\alpha^2(\varepsilon^2+\pi^2T^2).
\]

At particle-hole symmetry the thermal average of \(\int\delta n\) vanishes. To second order \(S=-e^{2i\alpha\varepsilon}[1-\alpha^2(\varepsilon^2+\pi^2T^2)]\), and

\[
\frac{1-{\rm Re}\,S}{2}=1-\alpha^2\varepsilon^2-\frac{\alpha^2}{2}\left(\varepsilon^2+\pi^2T^2\right).
\]

Since \(\int(-f')\varepsilon^2d\varepsilon=\pi^2T^2/3\), the three terms in \(T^2\) add to \(\pi^2\alpha^2T^2(\tfrac13+\tfrac16+\tfrac12)\), so that

\[
\frac{G}{G_0}=1-\pi^2\alpha^2T^2=1-\frac{\pi^4}{16}\left(\frac{T}{T_0}\right)^2,\qquad T\ll T_0 .
\tag{3}
\]

The coefficient is \(6.09\) in units of \(T_0\). Comparing it with 4.92 requires \(T_{\rm half}/T_0\), which neither limit supplies. It has to come from the full crossover.

## 4. The high-temperature tail

Far above the Kondo scale the exchange is weak. To lowest order \({\rm Im}\,\mathcal T=-\pi\rho\langle V^2\rangle\) with \(V=J\,\mathbf S\cdot\boldsymbol\sigma/2\). Because \((\mathbf S\cdot\boldsymbol\sigma)^2=\tfrac34-\mathbf S\cdot\boldsymbol\sigma\) has spin average \(3/4\),

\[
\frac{G}{G_0}=\frac{3\pi^2}{16}\,j^2 .
\tag{4}
\]

The coupling depends on temperature. Remove states in a strip \(dD\) at each band edge and write \(dl=dD/D\). Virtual electrons give \(-J^2\rho\,dl\,S^aS^bs^as^b\). Virtual holes give the same expression with opposite sign and \(s^bs^a\). Their sum is

\[
-J^2\rho\,dl\,S^aS^b[s^a,s^b]=+J^2\rho\,dl\,\mathbf S\cdot\mathbf s ,
\]

which adds \(j^2dl\) to \(j\).

The next order comes from virtual electron-hole pairs. Admixing pairs in the strip costs the state a weight \(\tfrac12S(S+1)j^2dl=\tfrac38j^2dl\). With such a pair present, the spin operator acts as \(\tfrac12\sum_bS^bS^aS^b\,j^2dl=-\tfrac18S^aj^2dl\). The relative change of the coupling is \(-(\tfrac38+\tfrac18)j^2dl\). To this order,

\[
\frac{dj}{dl}=j^2-\frac{j^3}{2},\qquad
\frac{d\ln G}{d\ln T}=-\frac{2}{j}\frac{dj}{dl}=-(2j-j^2),
\tag{5}
\]

where temperature sets the cutoff, \(dl=-d\ln T\). At leading order \(1/j=\ln(T/T_*)\), with \(T_*\) of the order of the Kondo scale, so \(G\propto1/\ln^2(T/T_*)\). The logarithmic slope keeps shrinking in size as \(T/T_*\) grows. For \(T<D\) the running coupling stays above its bare value, so at fixed bare \(j\) the size of the slope stays above about \(2j-j^2\), which is 0.15 for \(j=0.08\). It tends to zero only in the scaling limit \(D/T_*\to\infty\). A fixed power \(T^{-2s}\) with \(s>0\) is incompatible with this, whatever the value of \(s\).

## 5. The crossover, and where the exponent comes from

Between the limits I know no elementary closed form to put in place of (1), and I use the numerical renormalization group. The band is divided into intervals whose widths shrink by a factor 4 and is mapped onto a chain, which is diagonalized site by site while the low-lying states are kept. For (2), the equation of motion in zero field gives \(-{\rm Im}\,\mathcal T=\pi A_O\), where \(A_O\) is the spectral function of \(O=[f_0,H_K]\). Each pair of eigenstates enters \(A_O\) with weight \(|O_{mn}|^2(e^{-E_m/T}+e^{-E_n/T})/Z\) at \(\omega=E_n-E_m\). The sum of exponentials equals \(2e^{-(E_m+E_n)/2T}\cosh(\omega/2T)\), and \(-f'=1/[4T\cosh^2(\omega/2T)]\). Hence

\[
\frac{G}{G_0}=\frac{\pi^2\rho}{TZ}\sum_{mn}\frac{|O_{mn}|^2}{e^{E_m/T}+e^{E_n/T}} .
\]

For \(j=0.08\) the low-temperature value is \(0.992\,G_0\), within 1% of the unitary limit. The curves below are normalized to it.

| \(T/T_{\rm half}\) | computed \(G/G_0\) | formula (1) |
|---|---|---|
| 0.1 | 0.951 | 0.957 |
| 1 | 0.500 | 0.500 |
| 10 | 0.173 | 0.183 |
| 100 | 0.072 | 0.067 |
| 1000 | 0.037 | 0.024 |

From 0.1 to 10 \(T_{\rm half}\) the largest difference is \(0.014\,G_0\). A finer discretization (factor 3, averaged over two shifted grids) moves the computed entries by up to 0.002, giving 0.949 in the first row, and the largest difference to \(0.013\,G_0\). This is why (1) is useful: its exponent is a number chosen to follow renormalization-group curves in the crossover. At \(1000\,T_{\rm half}\) the formula is 35% below the computed value.

The tail shows the reason. There (4) gives an effective coupling \(j=\sqrt{16\times0.0373/(3\pi^2)}=0.142\), and (5) predicts a slope \(-(0.284-0.020)=-0.264\). The computed slope is \(-0.245\) (\(-0.252\) with the finer discretization), while formula (1) has \(-0.440\).

If (1) were the exact Kondo curve for some fixed \(s\), a fit would return that \(s\) in every data range. With \(s\) and the scale both free, fits to \(\ln G\) give:

| window in \(T/T_{\rm half}\) | \(s\) | fitted scale\(/T_{\rm half}\) |
|---|---|---|
| 0.1 to 1 | 0.209 | 1.03 |
| 0.1 to 10 | 0.233 | 0.97 |
| 1 to 100 | 0.213 | 0.88 |
| 10 to 1000 | 0.165 | 0.32 |

All four rows describe one dot with one Hamiltonian. A fitted \(s=0.21\) or \(0.23\) does not by itself show a deviation from Kondo physics. The last row carries a practical warning: a fit of \(\ln G\) to the tail alone, with \(s\) free, returns a scale three times too small. A fit of \(G\) itself in the same window returns about \(0.43\,T_{\rm half}\), still more than two times too small.

## 6. Three temperatures called \(T_K\)

The manuscript's last step identifies \(T_{\rm half}\) with every other Kondo temperature. At least three definitions are in play: \(G(T_{\rm half})=G_0/2\); \(T_0=1/[4\chi(0)]\); and the Wilson scale, taken here by the working convention \(T_W\chi(T_W)=0.0701\), where a free spin would give \(0.25\). For the same dot, with \(D=0.1\) Ry chosen for the conversion:

| definition | in units of \(D\) | in kelvin |
|---|---|---|
| \(T_{\rm half}\) | \(2.41\times10^{-6}\) | 0.038 |
| \(T_0\) | \(2.35\times10^{-6}\) | 0.037 |
| \(T_W\) | \(0.957\times10^{-6}\) | 0.015 |

The absolute values are not converged in the discretization: the finer grid lowers all three by about 20%, to \(1.93\), \(1.86\) and \(0.77\times10^{-6}\,D\) (0.030, 0.029 and 0.012 K). The ratios are far more stable. Here \(T_{\rm half}/T_W=2.51\), and it stays between 2.49 and 2.52 as the discretization is changed. Raising \(j\) to 0.10 multiplies \(T_{\rm half}\) by 14, yet this ratio changes by less than 1%. The factor is a matter of definition and does not describe the sample. The computed \(T_W/T_0=0.407\) lies 1% below the known analytic value \(e^{\gamma+1/4}/\pi^{3/2}=0.411\), with \(\gamma\) Euler's constant, which I quote as a check without deriving it. That value refers to the Wilson scale defined through the high-temperature expansion of \(\chi\), for which the condition \(0.0701\) is a numerical stand-in. The finer discretization gives 0.417, so the comparison should be read as agreement within about 2%.

The consequence is concrete. The zero-temperature susceptibility is \(0.25/T_0\), which is \(0.103/T_W\) with the analytic ratio and \(0.102/T_W\) with the computed one. Putting the fitted \(T_{\rm half}\) into the second form makes the predicted susceptibility too small by a factor of about 2.5.

The closeness of \(T_{\rm half}\) and \(T_0\) needs more care. Their computed ratio is 1.02, but the calculation gives 5.53 for the coefficient in (3), 9% below \(\pi^4/16\). This number is extrapolated to \(T\to0\) from the two points \(T/T_{\rm half}=0.1\) and \(0.2\), at a single discretization. Reading temperatures twice as far above the end of the chain raised it only from 5.39 to 5.53, so the chain end does not appear to be the main source. The extrapolation and the discretization both contribute. With the finer discretization the same two points give about 5.7, while the points \(0.04\) and \(0.08\) give 6.0 to 6.15, in agreement with \(\pi^4/16\), and the ratio \(T_{\rm half}/T_0\) becomes 1.04. The deficit therefore does not come from a \(T_0\) that is too small. The two scales agree within a few percent, with \(T_{\rm half}\) about 4% above \(T_0\). They remain different quantities, one from transport and one from magnetism.

This uncertainty does not rescue the low-temperature limit of (1). In units of \(T_{\rm half}\), the Fermi-liquid coefficient is \(6.09\times1.023^2=6.37\), and the numerically extrapolated one is \(5.53\times1.023^2=5.79\). The value 4.92 is below them by 23% and 15%. With the better ratio 1.04 the Fermi-liquid value is \(6.09\times1.04^2=6.58\), and the gap is 25%. Choosing \(s=0.20\) gives \(0.2\times(2^5-1)=6.2\), which is closer, but the slope at \(1000\,T_{\rm half}\) would then be about \(-0.40\) against the computed \(-0.245\). One exponent does not serve both ends.

## Changes requested

The manuscript should call (1) an empirical interpolation, state the temperature window used, and write \(T_{\rm half}\) for its scale. Any formula taken from elsewhere should be used with its own definition and the corresponding conversion factor.

Agreement with (1) is consistent with Kondo behaviour but does not prove it, so the claim needs further tests. A \(T^2\) start with coefficient \(\pi^4/16\), when \(T_0\) is obtained independently from the susceptibility, would test (3). A slope that flattens with temperature as in (5) would test the logarithmic regime, if \(T_{\rm half}\ll T\ll D\) can be reached. Agreement with \(s=0.22\) over two decades around \(T_{\rm half}\) replaces neither test: a curve exactly equal to (1) would agree perfectly and still miss both limits of the model.

These statements hold for the model defined at the start. Charge fluctuations, potential scattering, a magnetic field or a finite bias lie outside it, and a departure from (1) in a real dot may reflect any of them. Unequal leads, coupled with amplitudes \(\cos\theta\) and \(\sin\theta\), multiply the transmission of section 2 by \(\sin^2 2\theta\). In linear response they lower the height of the curve and leave its normalized shape unchanged. The numerical output lists the remaining values.

## Computed values

```
NRG: discretization parameter = 4.0  last site = 33
largest number of kept states = 342
couplings j (dimensionless): main 0.08, control 0.1
raw G(T->0)/G0 = 0.9923
T_half = 2.406e-06 D = 0.0380 K for D = 0.1 Ry
T0 = 2.352e-06 D = 0.0371 K for D = 0.1 Ry
T_W = 9.568e-07 D = 0.0151 K for D = 0.1 Ry
main: T_half/T0 = 1.023, T_half/T_W = 2.514, T_W/T0 = 0.4068
control: T_half/T0 = 1.025, T_half/T_W = 2.517, T_W/T0 = 0.4071
control T_half = 3.424e-05 D
analytic Wilson number T_W/T0 = 0.4107
T^2 coefficient in units of T0: NRG 5.530, Fermi liquid 6.088
same NRG coefficient with T/(shell energy) = 1.2 instead of 2.4: 5.385
T^2 coefficient in units of T_half: Fermi liquid 6.368, fit 4.917
T/T_half   G/G0 (NRG)   G/G0 (fit, s = 0.22)
     0.1   0.9507       0.9566
     0.3   0.7825       0.7846
     1.0   0.5000       0.5000
     3.0   0.2973       0.3110
    10.0   0.1730       0.1833
    30.0   0.1102       0.1130
   100.0   0.0723       0.0666
   300.0   0.0516       0.0410
  1000.0   0.0373       0.0242
largest |NRG - fit| for 0.1 <= T/T_half <= 10: 0.0141
window 0.1 to 1 T_half: s = 0.209, fitted scale/T_half = 1.029
window 0.1 to 10 T_half: s = 0.233, fitted scale/T_half = 0.974
window 1 to 100 T_half: s = 0.213, fitted scale/T_half = 0.876
window 10 to 1000 T_half: s = 0.165, fitted scale/T_half = 0.320
effective coupling at T = 1000 T_half: 0.1419
d ln G/d ln T there: NRG -0.245, weak coupling -0.264, fit -0.440
```
